\section*{Overlay from two gratings with opposite programmed biases, part 1}

(Sections cited here and not found follow in the second part.)

\section{The two-pad formula and the origin of the linear law}

\subsection{A stable overlay from an unstable signal}

In a model grating stack, changing the photon energy from 2.5 to 2.7 eV reduces the response of the first-order asymmetry to displacement by a factor of three, from $-4.66\times10^{-5}$ to $-1.53\times10^{-5}$ per angstrom. The overlay recovered from the same asymmetries moves by about half an angstrom, from 49.7 to 50.2 angstrom, for a true value of 50 angstrom. The response has to be known neither in size nor in sign, but it must stay well away from zero: in this stack it changes sign between 2.80 and 2.85 eV, and at those two energies the recovered overlay is wrong by several angstrom. It is eliminated by measuring two pads whose upper gratings were deliberately displaced by equal amounts in opposite directions.

Each pad contains two gratings of the same period $P$, one above the other, with lines along $y$. The displacement $s$ is the position of the upper grating's line centre minus that of the lower grating's line centre, positive toward $+x$. The programmed bias is $d>0$ on the first pad and $-d$ on the second. The unknown overlay $O$ is common to both, so that
\begin{equation}
s_+ = O+d, \qquad s_- = O-d .
\label{eq:displacements}
\end{equation}
The subscripts on $s$ identify pads, not diffraction orders.

Light arrives at normal incidence. Let $I_{+1}$ and $I_{-1}$ be the reflected powers in the two first orders, each divided by the incident power. The order $+1$ has its wavevector component along $+x$. The measured asymmetry is
\begin{equation}
A = I_{+1}-I_{-1}.
\label{eq:asymmetry}
\end{equation}
It is written $A_+$ on the pad with bias $+d$ and $A_-$ on the pad with bias $-d$.

\subsection{Eliminating the sensitivity}

Assume that the asymmetry is proportional to the total displacement, with the same nonzero sensitivity $K$ on both pads and no constant offset. Then
\begin{align}
A_+ &= K(O+d), \label{eq:aplus}\\
A_- &= K(O-d). \label{eq:aminus}
\end{align}
Adding the equations cancels the bias terms, and subtracting them cancels the overlay terms:
\begin{align}
A_+ + A_- &= KO+Kd+KO-Kd = 2KO, \label{eq:sum}\\
A_+ - A_- &= KO+Kd-KO+Kd = 2Kd. \label{eq:difference}
\end{align}
Because $K$ and $d$ are nonzero, the difference is nonzero and may be used as a divisor. The quotient of the two lines is $O/d$, which gives
\begin{equation}
\boxed{\,O = d\,\frac{A_+ + A_-}{A_+ - A_-}\,}, \qquad
K = \frac{A_+ - A_-}{2d}.
\label{eq:overlay}
\end{equation}
Under the stated linear law this is an exact solution for both unknowns.

The difference measures how strongly the stack responds to a known change $2d$ in displacement. The sum measures the response to twice the unknown overlay. A single pad supplies one equation for the product $K(O+d)$. For any trial overlay other than $-d$, some value of $K$ reproduces a given nonzero asymmetry, so one pad cannot determine $O$ unless $K$ is known from elsewhere.

Three properties of Eq.~\eqref{eq:overlay} matter in an implementation. First, multiplying both asymmetries by a common factor leaves $O$ unchanged, so a common error in the incident power cancels. Second, exchanging the labels of the two diffraction orders on both pads changes the signs of $A_+$ and $A_-$ together, and again leaves $O$ unchanged. Third, exchanging the labels of the pads preserves the sum but reverses the difference, and therefore reverses $O$. The sign of the overlay is fixed by knowing which pad has its upper grating displaced toward $+x$.

The product of Eqs.~\eqref{eq:aplus} and \eqref{eq:aminus} is
\begin{equation}
A_+A_- = K^2(O+d)(O-d)=K^2(O^2-d^2).
\label{eq:product}
\end{equation}
The asymmetries thus have opposite signs when $|O|<d$ and equal signs when $|O|>d$. If $O=d$, the second pad is aligned and $A_-=0$; the formula then returns $d$. If $O=0$, the two asymmetries are equal and opposite.

The biases must be the displacements actually written. Suppose that they are $d+\delta_+$ and $-d+\delta_-$. Define $m=(\delta_++\delta_-)/2$ and $h=(\delta_+-\delta_-)/2$, so that $\delta_\pm=m\pm h$. The displacements become
\begin{equation}
s_\pm = O\pm d+m\pm h=(O+m)\pm(d+h).
\end{equation}
Their sum is $2(O+m)$ and their difference $2(d+h)$. Using the nominal $d$ in Eq.~\eqref{eq:overlay} therefore returns
\begin{equation}
O_{\rm est}=d\,\frac{O+m}{d+h}.
\label{eq:biaserror}
\end{equation}
An error common to both pads is read as overlay; an error in their separation changes the scale.

\subsection{Numbers for one stack}

The model stack has period 7000 angstrom, and the lines of both gratings fill half the period. The upper lines have permittivity 2.5, stand in vacuum and are 1000 angstrom high. Below them lies a uniform spacer of permittivity 2.25 and thickness 1300 angstrom. The lower grating is 800 angstrom high and is etched into a substrate of permittivity 4, with its gaps filled by spacer material. These are round model parameters, taken as real and independent of photon energy. Absorption, dispersion and the finite size of real pads are left out.

With $d=200$ angstrom, $O=50$ angstrom and a photon energy of 2.5 eV, a coupled-wave solution of Maxwell's equations with 21 diffraction orders retained gives
\begin{align}
A_+ &= 0.018338-0.029934=-0.011596,\\
A_- &= 0.027525-0.020542\simeq 0.006982 .
\end{align}
The last digit of $A_-$ comes from the unrounded intensities. The signs are opposite, as Eq.~\eqref{eq:product} requires for $|O|<d$. The sum is $-0.004613$ and the difference $-0.018578$, whence
\begin{equation}
O_{\rm est}=200\,\frac{-0.004613}{-0.018578}
\simeq 49.7\ \text{angstrom}.
\end{equation}
Without intermediate rounding the result is 49.666 angstrom, or 93.855 bohr. The sensitivity from the pads is $-0.018578/400=-4.64\times10^{-5}$ per angstrom. The coupled-wave calculation does not assume a linear asymmetry, so the remaining error of $-0.33$ angstrom, or $-0.7\%$ of the true overlay, tests the assumption. Its origin lies in the dependence of $A$ on $s$.

\subsection{Why the asymmetry is odd}

Take the electric field along the lines, $\mathbf E=E(x,z)\,\hat{\mathbf y}$, with time factor $e^{-i\omega t}$ and $z$ increasing downward into the stack. In atomic units the vacuum wavenumber is $k_0=\omega/c=\alpha\omega$, where $\alpha$ is the fine-structure constant; lengths are in bohr and $\omega$ equals the photon energy in hartree. For nonmagnetic material Maxwell's equations give $\nabla\times\nabla\times\mathbf E=k_0^2\varepsilon\mathbf E$. Since $E$ does not depend on $y$, its divergence vanishes and the double curl is $-\nabla^2\mathbf E$. Hence
\begin{equation}
\left[\frac{\partial^2}{\partial x^2}
+\frac{\partial^2}{\partial z^2}
+k_0^2\varepsilon(x,z;s)\right]E(x,z;s)=0 .
\label{eq:wave}
\end{equation}

Place the centre of a lower line at $x=0$, and let each grating be mirror-symmetric about its own line centre. The upper permittivity has the form $u(x-s,z)$ with $u(-x,z)=u(x,z)$. Reflection gives $u(-x-s,z)=u(x+s,z)$, which is the same grating displaced by $-s$. The lower grating is unchanged, so
\begin{equation}
\varepsilon(-x,z;s)=\varepsilon(x,z;-s).
\end{equation}
The second derivative in Eq.~\eqref{eq:wave} is unchanged by $x\to-x$, and a normally incident plane wave does not depend on $x$. If $E(x,z;s)$ solves the problem for displacement $s$, then $E(-x,z;s)$ solves it for $-s$. We assume that the illuminated structure has a unique outgoing solution.

Above the stack the reflected field is
\begin{equation}
E_{\rm r}=\sum_m r_m(s)\,e^{imGx-ik_{zm}z},
\quad G=\frac{2\pi}{P},
\quad k_{zm}=\sqrt{k_0^2-m^2G^2}.
\end{equation}
Replacing $x$ by $-x$ exchanges $m$ and $-m$ in the exponential. Uniqueness then requires $r_m(-s)=r_{-m}(s)$. The power carried along $-z$ by order $m$ is proportional to $k_{zm}|r_m|^2$ when $k_{zm}$ is real, and the incident power to $k_0$. With $f=k_{z1}/k_0$, the same for both first orders,
\begin{equation}
I_{\pm1}(s)=f\,|r_{\pm1}(s)|^2,
\quad I_{\pm1}(-s)=I_{\mp1}(s).
\label{eq:exchange}
\end{equation}
The first orders carry power into vacuum only if $G<k_0$, which means a period longer than the vacuum wavelength. Here these are 7000 and 4959 angstrom.

Subtracting the two relations in Eq.~\eqref{eq:exchange} gives
\begin{equation}
A(-s)=I_{-1}(s)-I_{+1}(s)=-A(s).
\label{eq:odd}
\end{equation}
This argument includes multiple scattering. At $s=0$ it gives $A(0)=0$, and for a smooth response it forbids the quadratic term as well. A shift by one period restores the structure, so $A$ also has period $P$ and can be written as a sine series,
\begin{equation}
A(s)=\sum_{n\ge1}c_n\sin(nGs).
\label{eq:series}
\end{equation}
If the coefficients fall fast enough for term-by-term expansion, $\sin x=x-x^3/6+\cdots$ yields
\begin{align}
A(s)&=Ks+Cs^3+\cdots, \label{eq:cubic}\\
K&=G\sum_n nc_n,\qquad
C=-\frac{G^3}{6}\sum_n n^3c_n .
\label{eq:kc}
\end{align}
The linear law is the leading term for small displacement, provided that $K\neq0$. Oddness was confirmed numerically at three displacements of the model stack, the largest being 1100 angstrom.

This argument needs the mirror symmetry of both gratings and of the illumination. Oblique incidence in the $xz$ plane breaks it, because reflection then changes the incident wave. The asymmetry of aligned gratings is then in general not zero, and even a small unintended tilt can imitate an overlay.

\subsection{What sets the sensitivity}

The weak-grating limit shows where $K$ comes from. Write $\varepsilon=\bar\varepsilon(z)+\Delta(x,z)$, where $\bar\varepsilon$ is the average over a period, and keep terms of first order in $\Delta$. The unperturbed field $E_0(z)$ solves the layered problem with $\bar\varepsilon$. The part of the scattered field varying as $e^{imGx}$ obeys
\begin{equation}
\left[\frac{d^2}{dz^2}+k_0^2\bar\varepsilon(z)-m^2G^2\right]E_m(z)
=-k_0^2\Delta_m(z)E_0(z),
\label{eq:born}
\end{equation}
where $\Delta_m$ is the Fourier coefficient of $\Delta$. The operator on the left is the same for $m=1$ and $m=-1$. At $s=0$ the source is the same too, because the mirror symmetry of each grating makes its coefficients for $m=1$ and $m=-1$ equal. Displacing the upper grating by $s$ multiplies its Fourier coefficient by $e^{-imGs}$, as follows from replacing $x$ by $x+s$ in the Fourier integral. Since Eq.~\eqref{eq:born} is linear in its source, the reflected amplitudes are
\begin{equation}
r_{\pm1}=B+T\,e^{\mp iGs}.
\end{equation}
Here $B$ is the wave diffracted by the lower grating and $T$ that diffracted by the upper grating at $s=0$. Both include reflections in the averaged layers. The intensities are
\begin{equation}
I_{\pm1}=f\left[|B|^2+|T|^2
+2\,\mathrm{Re}\!\left(B^*T\,e^{\mp iGs}\right)\right].
\end{equation}
The first two terms cancel in the difference. Using $e^{-iGs}-e^{iGs}=-2i\sin(Gs)$ and $\mathrm{Re}(-iw)=\mathrm{Im}\,w$,
\begin{align}
A&=2f\,\mathrm{Re}\!\left[-2i\,B^*T\sin(Gs)\right]
=4f\,\mathrm{Im}(B^*T)\sin(Gs) \notag\\
&=4f|B||T|\sin\beta\,\sin(Gs),
\quad \beta=\arg T-\arg B .
\label{eq:interference}
\end{align}
For small $s$ this gives $K=4fG|B||T|\sin\beta$.

Displacement advances the interference phase in one order and retards it in the other. If $\beta$ is a multiple of $\pi$, the two changes have equal effects on the intensities and the asymmetry vanishes at this order of approximation. It also vanishes if either grating diffracts no first-order wave. A phase difference near $\pm\pi/2$ gives the largest response for fixed $|B|$ and $|T|$.

With both contrasts reduced to 2\% of their full values and the average permittivities kept, the model stack has $\beta=-1.590$ rad at 2.5 eV. The sign of $\sin\beta$ makes $K$ negative. Separate calculations of $B$ and $T$ reproduce the asymmetry of the combined weak stack to about $10^{-4}$ of the full amplitude $4f|B||T|$. At full contrast multiple scattering changes the coefficient of $\sin(Gs)$ and adds further terms to the sine series, so Eq.~\eqref{eq:interference} gives $K$ only approximately; with $B$ and $T$ each computed at full contrast it is about 5\% too small in magnitude at 2.5 eV. Equation~\eqref{eq:odd} remains valid.

\section{Errors, limits and the choice of bias}

\subsection{Quantities carried over}

The two pads have displacements $s_\pm=O\pm d$, where $O$ is the overlay and $d>0$ the programmed bias. Their first-order asymmetries are $A_\pm$, with $A=I_{+1}-I_{-1}$ in units of incident power. The estimator is
\begin{equation}
O_{\rm est}=d\,\frac{A_++A_-}{A_+-A_-}.
\label{eq:estimator}
\end{equation}
It equals $O$ if $A=Ks$ with a common nonzero $K$. For mirror-symmetric gratings at normal incidence, $A=Ks+Cs^3+\cdots$, and for weak gratings $A$ is proportional to $\sin(Gs)$, with $G=2\pi/P$. The reference case has $P=7000$, $d=200$ and $O=50$ angstrom at 2.5 eV, and gives $O_{\rm est}=49.666$ angstrom.

The two-pad formula recovers the overlay exactly when the asymmetry is linear in displacement with a common sensitivity, and for mirror-symmetric gratings at normal incidence that linear law is the leading term of an odd response. What remains is to find the errors caused by curvature, unequal sensitivities, offsets and noise, and to see how they guide the choice of bias.
